**Ballistic and apparent mobility of a two-dimensional channel**

The program tests the relation 1/μ_app = 1/μ + 1/μ_B for small bias and an energy-independent backscattering mean free path λ. Here μ_B = v_T L/(2kT/q) is the ballistic mobility, μ = v_T λ/(2kT/q) the long-channel mobility, v_T = √(2kT/πm) the mean forward thermal velocity, and L the channel length. It asserts that explicit sums over transverse modes and k states agree with this relation, and that for degenerate electrons the relation holds with μ and μ_B both multiplied by F₋₁/₂(η)/F₀(η). It also asserts that layer doubling of the two-flux equations gives the transmission λ/(λ+L), and that a many-angle Boltzmann solution stays within 5% of it at three lengths. For a 20 nm channel with m = 0.04 m₀ at 300 K and μ = 10000 cm²/(V s), the output shows μ_B ≈ 1040 and μ_app ≈ 940 cm²/(V s) in the nondegenerate limit. At 10¹² cm⁻² these fall to about 697 and 650 cm²/(V s). When λ is proportional to energy, the apparent mobility lies 8% below the sum-rule value at 20 nm and 14% below it when L equals the mean λ.

## Check in Python

```python
"""Ballistic mobility of a short two-dimensional transistor channel.

Result under test, at small bias and for an energy-independent mean free path:
    mu_app = mu_B * lam/(lam + L),   1/mu_app = 1/mu + 1/mu_B,
    mu_B = v_T L/(2kT/q),  mu = v_T lam/(2kT/q),  v_T = sqrt(2kT/(pi m)).
L: channel length; lam: backscattering mean free path; m: effective mass;
mu: long-channel mobility; mu_app: mobility inferred from the conductance.
For degenerate electrons mu and mu_B are both multiplied by
F_{-1/2}(eta)/F_0(eta), where eta = (Fermi level - subband edge)/kT.
SI units are used internally.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit, gamma

q, h, hbar = const.e, const.h, const.hbar
temperature = 300.0
mass_ratio = 0.04
mass = mass_ratio * const.m_e
kT = const.k * temperature
length = 20e-9
mu_long = 1.0                      # m^2/(V s)
density = 1e16                     # m^-2
CM2 = 1e4                          # m^2 -> cm^2

v_T = np.sqrt(2 * kT / (np.pi * mass))


def integrate(function, upper):
    """Integral from zero with relative error control, also when tiny."""
    return quad(function, 0, upper, epsabs=0, epsrel=1e-9, limit=300)[0]


def shur_mobility(distance):
    return v_T * distance / (2 * kT / q)


def degeneracy_factor(eta):
    """F_{-1/2}(eta)/F_0(eta), with normalized Fermi-Dirac integrals."""
    integral = integrate(lambda u: expit(eta - u * u), 12)
    return 2 / np.sqrt(np.pi) * integral / np.log1p(np.exp(eta))


def mobility_from_state_sums(eta, distance, lam):
    """Landauer conductance and density by explicit sums over k states."""
    width = 2e-6
    dk = 2 * np.pi / width
    k_max = np.sqrt(2 * mass * kT * (40 + max(eta, 0))) / hbar
    n_max = int(np.ceil(k_max / dk))
    k = dk * np.arange(-n_max, n_max + 1)
    energy = (hbar * k) ** 2 / (2 * mass * kT)
    transmission = lam / (lam + distance)
    # each transverse mode contributes its occupation at the mode threshold
    conductance = 2 * q**2 / h * transmission * expit(eta - energy).sum()
    occupation = expit(eta - energy[:, None] - energy[None, :])
    sheet_density = 2 * occupation.sum() / width**2
    return conductance * distance / (q * sheet_density * width)


def boltzmann_mobility(eta, lam):
    """Long-channel mobility from the relaxation time tau = 2 lam/(pi v).

    The integration variable u is the square root of energy/kT.
    """
    def integrand(u):
        v = np.sqrt(2 * kT / mass) * u
        tau = 2 * lam / (np.pi * v)
        minus_df = expit(eta - u * u) * expit(u * u - eta)
        return v**2 * tau / 2 * minus_df * 2 * u
    top = integrate(integrand, 9)
    bottom = integrate(lambda u: expit(eta - u * u) * 2 * u, 9)
    return q * top / (kT * bottom)


def slab_transmission(thickness, cosines, weights, doublings=30):
    """Boltzmann slab with isotropic scattering, solved by layer doubling.

    Thickness is in units of v*tau; weights are normalized to one over the
    forward directions. Returns transmitted and reflected flux fractions.
    """
    size = len(cosines)
    identity = np.eye(size)
    dx = thickness / 2**doublings
    scatter = 0.5 * np.outer(1 / cosines, weights)
    t = identity - dx * (np.diag(1 / cosines) - scatter)
    r = dx * scatter
    for _ in range(doublings):
        inner = np.linalg.solve(identity - r @ r, t)
        t, r = t @ inner, r + t @ r @ inner
    flux = weights * cosines
    return flux @ t.sum(axis=1) / flux.sum(), flux @ r.sum(axis=1) / flux.sum()


# Thermal velocity from the forward half of the Maxwell distribution
v_scale = np.sqrt(2 * kT / mass)
v_mean = (v_scale * integrate(lambda u: u * np.exp(-u * u), 10)
          / integrate(lambda u: np.exp(-u * u), 10))
assert abs(v_mean / v_T - 1) < 1e-8

# Two-flux transport: one forward and one backward direction, lam = 2 v tau
for x in (0.2, 2.0, 8.0):
    t_two, _ = slab_transmission(x, np.array([1.0]), np.array([1.0]))
    assert abs(t_two - 2 / (2 + x)) < 1e-5

# Many-angle transport: lam = (pi/2) v tau fixes the long-slab resistance
nodes, node_weights = np.polynomial.legendre.leggauss(48)
cosines = np.cos(np.pi / 4 * (nodes + 1))
weights = node_weights / 2
lam_kin = np.pi / 2
t4, r4 = slab_transmission(4.0, cosines, weights)
t8, r8 = slab_transmission(8.0, cosines, weights)
assert abs(t4 + r4 - 1) < 1e-5 and abs(t8 + r8 - 1) < 1e-5
assert abs((1 / t8 - 1 / t4) * lam_kin / 4 - 1) < 2e-3

# Nondegenerate limit: state sums against the reciprocal sum of mobilities
for dist in (5e-9, 20e-9, 200e-9, 2000e-9):
    for lam in (30e-9, 200e-9):
        summed = mobility_from_state_sums(-12.0, dist, lam)
        rule = 1 / (1 / boltzmann_mobility(-12.0, lam)
                    + 1 / shur_mobility(dist))
        assert abs(summed / rule - 1) < 1e-5

# Degenerate electrons: the same rule with the common statistical factor
for eta in (-2.0, 0.0, 2.0, 6.0):
    factor = degeneracy_factor(eta)
    assert abs(boltzmann_mobility(eta, 1e-7)
               / (factor * shur_mobility(1e-7)) - 1) < 1e-6
    summed = mobility_from_state_sums(eta, length, 1e-7)
    rule = 1 / (1 / boltzmann_mobility(eta, 1e-7)
                + 1 / (factor * shur_mobility(length)))
    assert abs(summed / rule - 1) < 1e-5
    assert factor < 1

# Worked example, nondegenerate
mu_B = shur_mobility(length)
lam = mu_long * (2 * kT / q) / v_T
trans = lam / (lam + length)
mu_app = 1 / (1 / mu_long + 1 / mu_B)
assert abs(mobility_from_state_sums(-12.0, length, lam) / mu_app - 1) < 1e-5

print(f"temperature: {temperature:.0f} K")
print(f"effective mass: {mass_ratio:.2f} m0")
print(f"channel length: {length*1e9:.0f} nm")
print(f"assumed long-channel mobility: {mu_long*CM2:.0f} cm^2/(V s)")
print(f"thermal voltage kT/q: {kT/q*1e3:.3f} mV")
print(f"unidirectional thermal velocity v_T: {v_T:.4e} m/s")
print("Nondegenerate limit")
print(f"  ballistic mobility mu_B: {mu_B*CM2:.1f} cm^2/(V s)")
print(f"  ballistic mobility mu_B: {mu_B:.5f} m^2/(V s)")
print(f"  mean free path lambda: {lam*1e9:.1f} nm")
print(f"  transmission: {trans:.4f}")
print(f"  apparent mobility: {mu_app*CM2:.1f} cm^2/(V s)")
print(f"  apparent mobility: {mu_app:.5f} m^2/(V s)")
print(f"  long-channel / apparent mobility: {mu_long/mu_app:.2f}")
for dist in (200e-9, 2000e-9):
    b = shur_mobility(dist)
    a = 1 / (1 / mu_long + 1 / b)
    print(f"  L = {dist*1e9:.0f} nm: mu_B = {b*CM2:.0f}, "
          f"mu_app = {a*CM2:.0f} cm^2/(V s)")

# Worked example at finite density, same long-channel mobility
N_2D = mass * kT / (np.pi * hbar**2)
eta_on = np.log(np.expm1(density / N_2D))
factor_on = degeneracy_factor(eta_on)
mu_B_on = factor_on * mu_B
lam_on = lam / factor_on
trans_on = lam_on / (lam_on + length)
mu_app_on = 1 / (1 / mu_long + 1 / mu_B_on)
assert abs(mobility_from_state_sums(eta_on, length, lam_on)
           / mu_app_on - 1) < 1e-5
res_total = length / (q * density * mu_app_on)
res_ball = length / (q * density * mu_B_on)
res_drude = length / (q * density * mu_long)

print("Degenerate channel")
print(f"  sheet density: {density/CM2:.1e} cm^-2")
print(f"  thermal density N_2D: {N_2D/CM2:.3e} cm^-2")
print(f"  reduced Fermi level eta: {eta_on:.3f}")
print(f"  factor F_-1/2 / F_0: {factor_on:.4f}")
print(f"  ballistic mobility: {mu_B_on*CM2:.1f} cm^2/(V s)")
print(f"  mean free path: {lam_on*1e9:.1f} nm")
print(f"  transmission: {trans_on:.4f}")
print(f"  apparent mobility: {mu_app_on*CM2:.1f} cm^2/(V s)")
print(f"  resistance times width: {res_total*1e6:.1f} ohm um")
print(f"  ballistic part: {res_ball*1e6:.1f} ohm um")
print(f"  scattering part: {res_drude*1e6:.1f} ohm um")
low_density = 1e14
eta_low = np.log(np.expm1(low_density / N_2D))
print(f"  factor at {low_density/CM2:.0e} cm^-2: "
      f"{degeneracy_factor(eta_low):.4f}")

# Accuracy of the two-flux transmission against many-angle transport
print("Transmission: many-angle Boltzmann, two-flux")
for ratio in (length / lam, 1.0, 5.0):
    t_kin, r_kin = slab_transmission(ratio * lam_kin, cosines, weights)
    t_flux = 1 / (1 + ratio)
    assert abs(t_kin + r_kin - 1) < 1e-5
    assert abs(t_kin / t_flux - 1) < 0.05
    print(f"  L/lambda = {ratio:.3f}: {t_kin:.4f}, {t_flux:.4f}")

# Mean free path proportional to energy, with the same long-channel mobility
print("Exact mu_app / sum-rule value for lambda proportional to energy")
for ratio in (length / lam, 1.0):
    average = quad(lambda e: np.sqrt(e) * np.exp(-e) / gamma(1.5)
                   * (e / 1.5) / (e / 1.5 + ratio), 0, 60, limit=300)[0]
    relative = average * (1 + ratio)
    assert relative < 0.999
    print(f"  L/mean lambda = {ratio:.3f}: {relative:.4f}")

print("success")
```

Printed output:

```
temperature: 300 K
effective mass: 0.04 m0
channel length: 20 nm
assumed long-channel mobility: 10000 cm^2/(V s)
thermal voltage kT/q: 25.852 mV
unidirectional thermal velocity v_T: 2.6901e+05 m/s
Nondegenerate limit
  ballistic mobility mu_B: 1040.6 cm^2/(V s)
  ballistic mobility mu_B: 0.10406 m^2/(V s)
  mean free path lambda: 192.2 nm
  transmission: 0.9057
  apparent mobility: 942.5 cm^2/(V s)
  apparent mobility: 0.09425 m^2/(V s)
  long-channel / apparent mobility: 10.61
  L = 200 nm: mu_B = 10406, mu_app = 5099 cm^2/(V s)
  L = 2000 nm: mu_B = 104058, mu_app = 9123 cm^2/(V s)
Degenerate channel
  sheet density: 1.0e+12 cm^-2
  thermal density N_2D: 4.320e+11 cm^-2
  reduced Fermi level eta: 2.211
  factor F_-1/2 / F_0: 0.6701
  ballistic mobility: 697.3 cm^2/(V s)
  mean free path: 286.8 nm
  transmission: 0.9348
  apparent mobility: 651.8 cm^2/(V s)
  resistance times width: 191.5 ohm um
  ballistic part: 179.0 ohm um
  scattering part: 12.5 ohm um
  factor at 1e+10 cm^-2: 0.9952
Transmission: many-angle Boltzmann, two-flux
  L/lambda = 0.104: 0.8936, 0.9057
  L/lambda = 1.000: 0.4903, 0.5000
  L/lambda = 5.000: 0.1655, 0.1667
Exact mu_app / sum-rule value for lambda proportional to energy
  L/mean lambda = 0.104: 0.9220
  L/mean lambda = 1.000: 0.8604
success
```
